# The charge-transfer cluster model and the Zaanen–Sawatzky–Allen gap

## The decision

Before computing the gap of a transition-metal insulator one must decide whether the ligand orbitals may be eliminated in favour of a $d$-only Hubbard model with the same $U$. For a charge-transfer energy above half the ligand bandwidth (in a cluster, a positive one) and weak metal–ligand hybridization there are two regimes, away from the crossover between them. If the cheapest removal of an electron leaves $d^{n-1}$, the gap follows the repulsion $U$. If it leaves $d^nL$, where $L$ denotes a ligand hole, the gap follows the charge-transfer energy $\Delta$, a larger $U$ changes it only by a term of order $V^2/(U-\Delta)$ in the hybridization $V$, and a $d$-only model with this $U$ gives the wrong gap. A cluster model with one ligand level per channel can be solved exactly and shows where this change occurs in it and how wide it is; a ligand bandwidth shifts the boundary, as the last section shows.

## Model and conventions

There are $M$ spin-orbital channels $a$, each with one $d$ orbital and its symmetry-matched ligand orbital:

$$H=\sum_a\left[\varepsilon_d n_{da}+\varepsilon_p n_{La}+V(d_a^\dagger L_a+L_a^\dagger d_a)\right]+\tfrac12 U N_d(N_d-1).$$

All channels share one real $V$, $U\ge0$, and multiplet splitting, crystal-field splitting and repulsion involving the ligands are left out. The reference is $d^n$ with full ligands, so $N=M+n$, with $h=M-n\ge1$ holes and $n\ge1$. We define $\Delta=\varepsilon_d+nU-\varepsilon_p$ and, from ground-state energies, $E_{\rm gap}=E(N+1)+E(N-1)-2E(N)$. The substitution $L_a\to-L_a$ reverses $V$, so energies depend only on $|V|$.

## Configuration energies and the ionic limit

Moving $m$ electrons from ligand to metal changes $\tfrac12N_d(N_d-1)$ by $\tfrac12[(n+m)(n+m-1)-n(n-1)]=nm+\tfrac12m(m-1)$. Hence

$$E(d^{n+m}L^m)-E(d^n)=m\Delta+\tfrac12m(m-1)U .$$

For $N\pm1$ electrons the reference is $d^{n\pm1}$, and $n\to n\pm1$ turns $\Delta$ into $\Delta\pm U$. The references combine to $E(d^{n+1})+E(d^{n-1})-2E(d^n)=(\varepsilon_d+nU)-(\varepsilon_d+(n-1)U)=U$.

At $V=0$ successive $d$ electrons cost $\varepsilon_d+jU$, $j=0,\dots,M-1$, a non-decreasing sequence, and each ligand electron costs $\varepsilon_p$. So $E(N)$ is the sum of the $N$ smallest of these $2M$ costs, and the gap is cost number $N+1$ minus cost number $N$. For $\Delta>0$ these are $\varepsilon_d+nU$ and $\max(\varepsilon_p,\varepsilon_d+(n-1)U)$, with difference $\min(\Delta,U)$. For $\Delta<0$ a number $s$ of $d$ costs, $n+1\le s\le M$, lies below $\varepsilon_p$; the ligand costs fill places $s+1$ to $s+M$, which include $N$ and $N+1$. Therefore

$$E_{\rm gap}(V=0)=\max\left(0,\min(U,\Delta)\right).$$

## Reduction to a chain

Each $n_{da}+n_{La}$ commutes with $H$. The operator $d_a^\dagger L_a$ vanishes on an empty or full channel and, on a singly occupied (active) channel, raises a pseudospin $\tfrac12$ from "electron on $L$" to "electron on $d$". Operators of different channels are fermion bilinears and commute, so no signs arise.

Take $k$ active channels and the rest full, and let $|A\rangle$ be the state with the subset $A$ raised. With $T=\sum_a d_a^\dagger L_a$, $T|A\rangle=\sum_{a\notin A}|A\cup a\rangle$. Define $|m\rangle=\binom km^{-1/2}\sum_{|A|=m}|A\rangle$. In $T\sum_A|A\rangle$ each subset of size $m+1$ appears $m+1$ times, so

$$T|m\rangle=(m+1)\sqrt{\binom k{m+1}\Big/\binom km}\;|m+1\rangle=\sqrt{(m+1)(k-m)}\;|m+1\rangle .$$

The same counting shows that $T^\dagger|m\rangle\propto|m-1\rangle$, so these $k+1$ states are closed under $H$. Let $\epsilon_k(\delta)$ be the lowest eigenvalue of the tridiagonal matrix with

$$a_m=m\delta+\tfrac12m(m-1)U,\qquad b_m=\sqrt{(m+1)(k-m)}\,V .$$

The sectors $N$, $N+1$, $N-1$ have $(k,\delta)=(h,\Delta)$, $(h-1,\Delta+U)$, $(h+1,\Delta-U)$.

## The chain holds the ground state

With $z$ empty channels the electron count forces $z$ more full ones and $k'=k-2z$ active ones. If $\mu$ of these are raised, there are $m=z+\mu$ ligand holes and $m$ more $d$ electrons than in the reference, so the diagonal is again $a_m$. For total pseudospin $J=k'/2-j$ and $J_z=\mu-k'/2$ the raising element is

$$\sqrt{(J+J_z+1)(J-J_z)}=\sqrt{(m-s+1)(k-s-m)},\qquad s=z+j,$$

with $s\le m\le k-s$. Both factors are largest at $s=0$. Choose $V<0$. The ground vector of any sector may be taken with $c_m\ge0$, because $c_m\to|c_m|$ cannot raise $\sum a_mc_m^2-2\sum|b_m|c_mc_{m+1}$. Used as a trial vector in the $s=0$ chain, where every $|b_m|$ is at least as large, it gives an energy no higher. So the $s=0$ chain holds the ground state, and for any $\Delta$

$$E_{\rm gap}=U+\epsilon_{h+1}(\Delta-U)+\epsilon_{h-1}(\Delta+U)-2\epsilon_h(\Delta).$$

The same argument compares the cluster hole with a hole in a nonbonding ligand orbital at $\varepsilon_p$, whose state has energy $E(N)-\varepsilon_p$. Since $E(d^{n-1})=E(d^n)-\varepsilon_p+U-\Delta$,

$$E(N-1)-E(N)+\varepsilon_p=U-\Delta+\epsilon_{h+1}(\Delta-U)-\epsilon_h(\Delta).$$

In the removal chain put $m=m'+1$. Then $U-\Delta+a_m=m'\Delta+\tfrac12m'(m'-1)U$, the diagonal of the $N$ chain, while $\sqrt{(m'+2)(h-m')}\ge\sqrt{(m'+1)(h-m')}$. The $N$ ground vector as trial state makes the right-hand side $\le0$: without a ligand band, a nonbonding hole never costs less energy than the cluster hole.

## Two holes: $d^n$, $d^{n+1}L$, $d^{n+2}L^2$

The three configurations close the $N$-electron problem for $h=2$ and are a truncation for $h>2$. In general the two couplings are $\sqrt h\,V$ and $\sqrt{2(h-1)}\,V$; the closed forms below are for $h=2$. With $A=2\Delta+U$ the matrix then has diagonal $(0,\Delta,A)$ and both couplings $\sqrt2V$. Expanding $\det(E-H)$ along the first row gives $E[(E-\Delta)(E-A)-2V^2]-2V^2(E-A)$, so

$$E(E-\Delta)(E-A)-2V^2(2E-A)=0 .$$

Subtract the mean diagonal $q=\Delta+U/3$. The traceless matrix $B=H-q$ has diagonal $-(\Delta+U/3)$, $-U/3$, $\Delta+2U/3$, and $y=E-q$ obeys $y^3-\tfrac12({\rm tr}B^2)\,y-\det B=0$. Squaring the entries gives ${\rm tr}B^2=2\Delta^2+2\Delta U+\tfrac23U^2+8V^2\equiv6p^2$. The determinant is the diagonal product minus $2V^2$ times the sum of the outer diagonal entries, which is $U/3$. With $y=2p\cos\theta$ and $4\cos^3\theta-3\cos\theta=\cos3\theta$ the cubic becomes $\cos3\theta=r$, where

$$p^2=\tfrac13\left(\Delta^2+\Delta U+\tfrac13U^2+4V^2\right),\qquad r=\frac{(U/3)\left[(\Delta+U/3)(\Delta+2U/3)-2V^2\right]}{2p^3}.$$

The angle $\tfrac13\arccos r$ lies in $[0,\pi/3]$. Of the three solutions spaced by $2\pi/3$, the one in $[2\pi/3,\pi]$ has the lowest cosine:

$$\epsilon_2(\Delta)=q+2p\cos\left(\tfrac13\arccos r+\tfrac{2\pi}3\right).$$

The first and third rows of the eigenvalue equation give $c_1/c_0=E/(\sqrt2V)$ and $c_2/c_1=\sqrt2V/(E-A)$. Inserting them in the second row gives $E[E-\Delta+2V^2/(A-E)]=2V^2$, that is $E=-2V^2/\Delta+E^2/\Delta+2V^2E/[\Delta(A-E)]$. One iteration, for $\Delta>0$, yields

$$\epsilon_2=-\frac{2V^2}{\Delta}+\frac{4V^4}{\Delta^3}-\frac{4V^4}{\Delta^2(2\Delta+U)}+O(V^6).$$

The last term is the contribution of $d^{n+2}L^2$. Addition is a two-level problem, $\epsilon_1(\delta)=\delta/2-\sqrt{\delta^2/4+V^2}$. Removal needs four states, with diagonal $(0,\Delta-U,2\Delta-U,3\Delta)$ and couplings $(\sqrt3,2,\sqrt3)V$.

At $U=0$ the channels are independent, $\epsilon_k=k\epsilon_1$, and the gap vanishes because $(h+1)+(h-1)-2h=0$. Truncation at one ligand hole gives instead $\Delta/2-\sqrt{\Delta^2/4+kV^2}$, which is strictly convex in $k$, so its second difference is a spurious positive gap: 0.0034 eV for $h=2$, $\Delta=3$ eV, $V=0.5$ eV. Dropping only $d^{n+2}L^3$ from the removal chain raises the gap, by the variational principle. That state is two hops from $d^nL$ and three from $d^{n-1}$, and must be reached and left again, so the error is $O(V^4)$ for $0<\Delta<U$ and $O(V^6)$ for $\Delta>U$.

## Second order on either side

A non-degenerate lowest state is shifted by $-b^2/(\text{energy difference})$ for each chain neighbour, with remainder $O(V^4)$ because the energy is even in $V$. For $\Delta>0$, $\epsilon_h(\Delta)\simeq-hV^2/\Delta$ and $\epsilon_{h-1}(\Delta+U)\simeq-(h-1)V^2/(\Delta+U)$. The removal chain has $b_0^2=(h+1)V^2$, $b_1^2=2hV^2$ and $a_{m+1}-a_m=\Delta+(m-1)U$.

For $\Delta>U$ its lowest state is $m=0$, and

$$E_{\rm gap}\simeq U-\frac{(h+1)V^2}{\Delta-U}-\frac{(h-1)V^2}{\Delta+U}+\frac{2hV^2}{\Delta}.$$

For $0<\Delta<U$ it is $m=1$, with $\epsilon_{h+1}\simeq\Delta-U-(h+1)V^2/(U-\Delta)-2hV^2/\Delta$. The last term cancels $-2\epsilon_h$:

$$E_{\rm gap}\simeq\Delta-\frac{(h+1)V^2}{U-\Delta}-\frac{(h-1)V^2}{U+\Delta}.$$

Both forms need $\sqrt{h+1}\,|V|\ll|U-\Delta|$ and $\sqrt{2h}\,|V|\ll\Delta$, and both diverge at $\Delta=U$.

## The avoided crossing

Near $\Delta=U$ the states $d^{n-1}$ and $d^nL$ must be treated exactly. Eliminating $m\ge2$ (Löwdin folding) replaces $a_1$ by $a_1-\Sigma(E)$ with $\Sigma=2hV^2/(a_2-E)+O(V^4)$ and $a_2-E=\Delta+(a_1-E)$. Setting $\Sigma\to2hV^2/\Delta$ and $\Delta'=\Delta-2hV^2/\Delta$ leaves a two-level problem with diagonal $(0,\Delta'-U)$ and coupling $b_0$. Adding $U$ and the second-order $N$ and $N+1$ energies,

$$E_{\rm gap}\simeq\frac{U+\Delta'}2-R+\frac{2hV^2}\Delta-\frac{(h-1)V^2}{\Delta+U},\qquad R=\sqrt{\tfrac14(U-\Delta')^2+(h+1)V^2}.$$

The replacement puts $a_1$ too low by $\eta=2hV^2(a_1-E)/[\Delta(\Delta+a_1-E)]$, which lowers the energy by $w_1\eta$, where $w_m=c_m^2$. The second row reads $(a_1-E)c_1=-b_0c_0-b_1c_2$. Since $a_2-E\ge\Delta$, $c_2\simeq-b_1c_1/(a_2-E)=O(V)$, so $w_1(a_1-E)=|b_0c_0c_1|+O(V^2)\le|b_0|/2+O(V^2)$. The error is thus $O(V^3)$ for all fixed $\Delta,U>0$, including the crossing. At $\Delta=U$, $(U-\Delta')/2=hV^2/U$, $R=\sqrt{h+1}|V|+O(V^3)$, and the $V^2/U$ terms add to $-h+2h-(h-1)/2=(h+1)/2$:

$$E_{\rm gap}(\Delta=U)=U-\sqrt{h+1}\,|V|+\frac{(h+1)V^2}{2U}+O(V^3).$$

The kink of the ionic limit is rounded at first order in $|V|$. The two lowest levels of the chain are split by $2R\to2\sqrt{h+1}|V|$; levels of sectors with $s\ge1$ do not mix with them and may lie between.

## What "limited" means

The Hellmann–Feynman theorem gives $\partial\epsilon_k/\partial\delta=\langle m\rangle$ and, at fixed $\delta$, $\partial\epsilon_k/\partial U=\langle C\rangle$ with $C=\tfrac12m(m-1)$. With $\delta=\Delta\mp U$ for removal ($-$) and addition ($+$), the chain rule gives

$$\partial_\Delta E_{\rm gap}=\langle m\rangle_-+\langle m\rangle_+-2\langle m\rangle_0,$$

$$\partial_UE_{\rm gap}=1-\langle m\rangle_-+\langle m\rangle_++\langle C\rangle_-+\langle C\rangle_+-2\langle C\rangle_0 .$$

The crossover $\Delta_c$ can be defined by equal weights $w_0=w_1$ in the removal state. The first row, $Ec_0=b_0c_1$, then fixes $E=-|b_0|$ and $b_0c_0=Ec_1$, and the second row, $b_0c_0+(a_1-\Sigma)c_1=Ec_1$, becomes $a_1=\Sigma$:

$$\Delta_c-U=\frac{2hV^2}{2\Delta_c-U+\sqrt{h+1}|V|}+O(V^4)=\frac{2hV^2}U+O(V^3),$$

with a negative $V^3$ term. Equal slopes give the same law. Up to $O(V^4)$, $\partial_U-\partial_\Delta=1-2\langle m\rangle_-+\langle C\rangle_-+2\langle m\rangle_0=w_0-w_1-2w_2+2\langle m\rangle_0$, using $w_0+w_1+w_2=1$. At the crossing $w_2\simeq w_1b_1^2/U^2=hV^2/U^2\simeq\langle m\rangle_0$, so the last two terms cancel up to $O(V^3)$. In the folded model $w_0-w_1=(\Delta'-U)/2R$. This changes over a range of $\Delta$ of order $\sqrt{h+1}|V|$, the width of the crossover, and an $O(V^3)$ offset in it moves $\Delta_c$ only at $O(V^4)$.

## Worked example

Take round model parameters: $M=4$, $h=2$, $U=6$ eV, $V=0.5$ eV. All energies are in eV.

For $\Delta=3$: $q=3+2=5$, $p^2=(9+18+12+1)/3$, $p=3.6515$, and $r=2(5\cdot7-0.5)/2p^3=0.70862$, which give $\epsilon_2=-0.1603$; the series gives $-0.1597$. Then $c_1/c_0=-0.1603/0.7071=-0.2267$, $c_2/c_0=0.0132$, and the weights are 0.9510, 0.0489, 0.0002. The removal chain, with diagonal $(0,-3,0,9)$ and couplings $(0.866,1,0.866)$, has $\epsilon_3=-3.5044$ and weight 0.873 on $d^nL$. Addition gives $\epsilon_1(9)=4.5-\sqrt{20.25+0.25}=-0.0277$. Thus

$$E_{\rm gap}=6-3.50435-0.02769+2(0.16030)=2.78856 .$$

Second order gives $3-0.75/3-0.25/9=2.722$, which is 0.066 below the exact value; the folded form gives 2.761, or 0.028 below. The slopes $\partial_U=0.056$, $\partial_\Delta=0.926$ mark a $\Delta$-limited gap. The cluster hole lies $3-3.504+0.160=-0.344$ relative to a nonbonding hole, and omitting $L^3$ raises the gap by 0.004.

For $\Delta=6$: $6-0.9415-0.0208+2(0.0826)=5.203$, against $6-0.866+0.75/12=5.196$ from the expansion and 5.192 folded. The weights of $d^{n-1}$ and $d^nL$ are 0.453 and 0.536, so $\Delta=U$ is still on the charge-transfer side. The crossover lies at $\Delta_c=6.14$ (weights) or 6.13 (slopes), below the leading estimate 6.17 as the sign of the $V^3$ term requires; the splitting is 1.71 against the limit 1.73.

For $\Delta=12$: $6-0.1236-0.0139+2(0.0416)=5.946$, second order 5.944, with $\partial_U=0.981$, $\partial_\Delta=0.014$ and weight 0.980 on $d^{n-1}$.

| $\Delta$ | gap, $V=0$ | $V=0.5$ | $V=1.5$ | $\partial_U$ at $V=1.5$ |
|---|---|---|---|---|
| 1 | 1 | 0.99 | 1.16 | 0.08 |
| 4 | 4 | 3.70 | 2.90 | 0.21 |
| 6 | 6 | 5.20 | 4.05 | 0.39 |
| 8 | 6 | 5.77 | 4.87 | 0.61 |
| 14 | 6 | 5.97 | 5.72 | 0.92 |

At $V=1.5$ the criteria separate, $\Delta_c=6.89$ by weights and 6.55 by slopes, and the leading estimate 7.50 has failed. Between $\Delta=4$ and 8 the slope $\partial_U$ rises only from 0.21 to 0.61, so the change from one regime to the other is gradual. Even at $\Delta=4$, doubling $U$ from 6 to 12 raises the gap from 2.90 to 3.57, so at this hybridization a charge-transfer gap still depends appreciably on $U$.

The entry 1.16 at $\Delta=1$, $V=1.5$ exceeds the ionic gap, although the second-order formula only lowers it; that formula needs $\sqrt{2h}|V|\ll\Delta$. The opposite limit shows that hybridization can open the gap. At $\Delta=0$ and $|V|\ll U$ the states $m=0,1$ of the $N$ chain are degenerate, so $\epsilon_h\simeq-\sqrt h|V|$; the states $m=1,2$ of the removal chain are degenerate at $-U$, so $\epsilon_{h+1}\simeq-U-\sqrt{2h}|V|$; and $\epsilon_{h-1}=O(V^2)$. The gap is $(2\sqrt h-\sqrt{2h})|V|>0$ at first order, where the ionic value is zero. This limit, which is not among the tests listed below, gives the sign of the effect but not its size at large $V$: for $h=2$, $U=6$, $V=1.5$ the exact gap at $\Delta=0$ is 0.76, against 1.24 at first order.

The numerical check tests the chain elements, the exact gap, the ionic and $U=0$ limits, the $N$-electron weights, slopes and second-order forms against full Fock-space diagonalization, and the folded form, $\Delta_c$, the splitting and the truncation orders by small-$V$ behaviour of the chain.

## Ligand bandwidth

A cluster has one ligand level per channel. Give the ligand hole a band of width $W$ centred at $\Delta$, take $h=1$ and $V\to0$, and count energies from the $d$ hole. For $\Delta>W/2$ one hole sits on $d$ at energy 0. Two holes cost $U$ (both on $d$), $\Delta-W/2$ (one at the band edge) or $2\Delta-W$, which exceeds $\Delta-W/2$. The state with no hole has energy 0, so

$$E_{\rm gap}=\min(U,\ \Delta-W/2),$$

and the boundary moves to $\Delta=U+W/2$. For $W=3$ eV, a 20-site ligand chain has half-width $(W/2)\cos(\pi/21)=1.483$ eV; diagonalization at $V=0.01$ eV gives 1.517, 5.517 and 6.000 eV for $\Delta=3$, 7 and 9 eV. The case $\Delta=7$ eV is charge-transfer limited although $\Delta>U$. For $0<\Delta<W/2$ the holes enter the ligand band and the gap vanishes as $V\to0$. At finite $V$ the binding of the cluster hole competes with the gain $W/2$ from delocalizing it, which the cluster cannot describe; dispersion of the $d$ states is likewise absent from these gaps.

## Calculated quantities

```
M = 4, h = 2, n = 2, U = 6.0 eV, V = 0.5 eV
hoppings N: 0.7071 0.7071 eV; N-1: 0.8660 1.0000 0.8660 eV
--- D = 3.0 eV
diag N: 0.0000 3.0000 12.0000 eV; N-1: 0.0000 -3.0000 0.0000 9.0000 eV
q = 5.0000 eV, p = 3.6515 eV, r = 0.70862, eps2(D) = -0.16030 eV
c1/c0 = -0.2267, c2/c0 = 0.0132, series eps2 = -0.15972 eV
weights N (m=0..2): 0.9510 0.0489 0.0002, <nd>-n = 0.0492
eps3(D-U) = -3.50435 eV, weights N-1: 0.0533 0.8728 0.0736 0.0004
eps1(D+U) = -0.02769 eV, weights N+1: 0.9969 0.0031
gap chain = 2.78856 eV, gap Fock = 2.78856 eV, ionic = 3.0 eV
second order = 2.72222 eV, folded = 2.76065 eV, Dprime = 2.66667 eV
dgap/dU = 0.0564, dgap/dD = 0.9256
E(N-1)-E(N)+ep = -0.34405 eV, gap error without L3 = 4.35e-03 eV
--- D = 6.0 eV
diag N: 0.0000 6.0000 18.0000 eV; N-1: 0.0000 0.0000 6.0000 18.0000 eV
q = 8.0000 eV, p = 5.3229 eV, r = 0.52713, eps2(D) = -0.08258 eV
c1/c0 = -0.1168, c2/c0 = 0.0046, series eps2 = -0.08256 eV
weights N (m=0..2): 0.9865 0.0135 0.0000, <nd>-n = 0.0135
eps3(D-U) = -0.94149 eV, weights N-1: 0.4532 0.5356 0.0112 0.0000
eps1(D+U) = -0.02080 eV, weights N+1: 0.9983 0.0017
gap chain = 5.20286 eV, gap Fock = 5.20286 eV, ionic = 6.0 eV
second order = 5.19647 eV, folded = 5.19247 eV, Dprime = 5.83333 eV
dgap/dU = 0.4549, dgap/dD = 0.5329
E(N-1)-E(N)+ep = -0.85892 eV, gap error without L3 = 4.43e-04 eV
--- D = 12.0 eV
diag N: 0.0000 12.0000 30.0000 eV; N-1: 0.0000 6.0000 18.0000 36.0000 eV
q = 14.0000 eV, p = 8.7369 eV, r = 0.33512, eps2(D) = -0.04158 eV
c1/c0 = -0.0588, c2/c0 = 0.0014, series eps2 = -0.04158 eV
weights N (m=0..2): 0.9966 0.0034 0.0000, <nd>-n = 0.0034
eps3(D-U) = -0.12359 eV, weights N-1: 0.9800 0.0200 0.0001 0.0000
eps1(D+U) = -0.01388 eV, weights N+1: 0.9992 0.0008
gap chain = 5.94569 eV, gap Fock = 5.94569 eV, ionic = 6.0 eV
second order = 5.94444 eV, folded = 5.94529 eV, Dprime = 11.91667 eV
dgap/dU = 0.9807, dgap/dD = 0.0140
E(N-1)-E(N)+ep = -6.08201 eV, gap error without L3 = 1.26e-06 eV
--- crossover
V = 0.5 eV: Dc weight = 6.1407, Dc slope = 6.1305, U+2hV^2/U = 6.1667 eV
  splitting at Dc = 1.7100 eV, 2 sqrt(h+1) V = 1.7321 eV
V = 1.5 eV: Dc weight = 6.8918, Dc slope = 6.5509, U+2hV^2/U = 7.5000 eV
  splitting at Dc = 4.8110 eV, 2 sqrt(h+1) V = 5.1962 eV
--- scan: D, gap(V=0), gap(V=0.5), gap(V=1.5) in eV; dgap/dU at V=0.5, 1.5
1  1.000  0.9859  1.1568 ; 0.021  0.075
2  2.000  1.8623  1.6744 ; 0.034  0.107
4  4.000  3.6985  2.9010 ; 0.103  0.210
6  6.000  5.2029  4.0526 ; 0.455  0.391
8  6.000  5.7714  4.8680 ; 0.870  0.611
10  6.000  5.9017  5.3339 ; 0.958  0.775
14  6.000  5.9656  5.7195 ; 0.989  0.917
20  6.000  5.9869  5.8860 ; 0.997  0.971
U=0, D=3 eV, V=0.5 eV: |gap| exact = 0.00000 eV, one-hole truncation = 0.00344 eV
band (h=1): W = 3.0 eV, K = 20, V = 0.01 eV, finite half-width = 1.4832 eV
  D = 3.0 eV: gap = 1.5168 eV, min(U, D-halfwidth) = 1.5168 eV
  D = 7.0 eV: gap = 5.5168 eV, min(U, D-halfwidth) = 5.5168 eV
  D = 9.0 eV: gap = 6.0000 eV, min(U, D-halfwidth) = 6.0000 eV
```
